# Edge resistances of a quantum anomalous Hall bar with a domain wall: test program

```python
"""
Result under test: a quantum anomalous Hall bar with Chern number +1 (left)
and -1 (right), whose transverse wall mixes its two channels completely, has
    R_bottom = (V6-V5)/I = 2 h/e^2,    R_top = (V2-V3)/I = 0.
Contacts: 1 source (left end), 4 drain (right end), 2 and 3 on the top edge
(left, right of the wall), 6 and 5 on the bottom edge (left, right).
C = +1 means counterclockwise circulation of the edge channel.
T is the probability that an electron crosses from one domain to the other.
For general T: R_bottom = 1/T and R_top = (1-2T)/T in units of h/e^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

# ---------- six-contact network, solved symbolically ----------
T = sp.symbols("T", positive=True)


def network_resistances(prob):
    """prob[i, j]: transmission from contact j+1 to contact i+1."""
    K = sp.diag(*[sum(prob[i, :]) for i in range(6)]) - prob
    keep = [0, 1, 2, 4, 5]                      # contact 4 is grounded
    current = sp.Matrix([1, 0, 0, 0, 0])
    sol = K.extract(keep, keep).LUsolve(current)
    V = [sol[0], sol[1], sol[2], sp.Integer(0), sol[3], sol[4]]
    pairs = [(5, 4), (1, 2), (1, 5), (2, 4), (0, 3)]
    return [sp.simplify(V[a] - V[b]) for a, b in pairs]


prob = sp.zeros(6, 6)
prob[5, 0] = prob[4, 3] = prob[0, 1] = prob[3, 2] = 1
prob[1, 5] = prob[2, 4] = 1 - T
prob[2, 5] = prob[1, 4] = T
net = network_resistances(prob)
expected = [1 / T, (1 - 2 * T) / T, -1, 1, 1 / T]
assert all(sp.simplify(a - b) == 0 for a, b in zip(net, expected))
half = [float(r.subs(T, sp.Rational(1, 2))) for r in net]
full = [float(r.subs(T, 1)) for r in net]
rev = [float(r.subs(T, sp.Rational(1, 2)))
       for r in network_resistances(prob.T)]
assert abs(rev[0]) < 1e-12 and abs(rev[1] - 2) < 1e-12

# ---------- two-band lattice model of the bar ----------
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)


def chern_number(mass, n=24):
    """Lower-band Chern number from link phases on an n x n momentum grid."""
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    h = (np.sin(kx)[..., None, None] * sx + np.sin(ky)[..., None, None] * sy
         + (mass + np.cos(kx) + np.cos(ky))[..., None, None] * sz)
    u = np.linalg.eigh(h)[1][..., 0]
    ux, uy = np.roll(u, -1, 0), np.roll(u, -1, 1)
    uxy = np.roll(ux, -1, 1)

    def link(a, b):
        return np.sum(a.conj() * b, axis=-1)

    loop = link(u, ux) * link(ux, uxy) * link(uxy, uy) * link(uy, u)
    return np.angle(loop).sum() / (2 * np.pi)


c_a, c_b = chern_number(1.0), chern_number(-1.0)
assert abs(abs(c_a) - 1) < 1e-8 and abs(c_a + c_b) < 1e-8

NX = 32
ENERGY = 0.1                                    # in units of the bulk half gap


def coordinates(ny):
    return np.repeat(np.arange(NX), ny), np.tile(np.arange(ny), NX)


def lattice_hamiltonian(ny, mass_left, rng=None):
    x, y = coordinates(ny)
    mass = np.where(x < NX // 2, mass_left, -mass_left).astype(float)
    scalar = np.zeros(NX * ny)
    if rng is not None:                         # disorder only near the wall
        wall = (x >= 14) & (x <= 17)
        mass[wall] += rng.uniform(-1, 1, wall.sum())
        scalar[wall] += rng.uniform(-0.5, 0.5, wall.sum())
    hop_x = np.kron(np.kron(np.eye(NX, k=1), np.eye(ny)), sx / 2j + sz / 2)
    hop_y = np.kron(np.kron(np.eye(NX), np.eye(ny, k=1)), sy / 2j + sz / 2)
    H = hop_x + hop_x.conj().T + hop_y + hop_y.conj().T
    return H + np.kron(np.diag(mass), sz) + np.kron(np.diag(scalar), np.eye(2))


def transmissions(H, couplings):
    """couplings[i, s]: level broadening of site s due to terminal i."""
    ns = H.shape[0] // 2
    broad = np.repeat(couplings.sum(0), 2)
    G = np.linalg.inv(ENERGY * np.eye(2 * ns) - H + 0.5j * np.diag(broad))
    weight = (np.abs(G) ** 2).reshape(ns, 2, ns, 2).sum(axis=(1, 3))
    t = couplings @ weight @ couplings.T
    np.fill_diagonal(t, 0)
    assert np.max(np.abs(t.sum(0) - t.sum(1))) < 1e-7   # unitarity
    return t


def contact_couplings(ny):
    x, y = coordinates(ny)
    left, right = (x == 8) | (x == 9), (x == 22) | (x == 23)
    top, bottom = y >= ny - 2, y < 2
    return np.array([x < 3, top & left, top & right, x >= NX - 3,
                     bottom & right, bottom & left], float)


def lattice_resistances(H, ny, wall_broadening):
    x, y = coordinates(ny)
    couplings = contact_couplings(ny)
    if wall_broadening > 0:                     # one floating probe per site
        sites = np.where((x >= 14) & (x <= 17))[0]
        extra = np.zeros((len(sites), NX * ny))
        extra[np.arange(len(sites)), sites] = wall_broadening
        couplings = np.vstack([couplings, extra])
    t = transmissions(H, couplings)
    K = np.diag(t.sum(1)) - t
    keep = np.delete(np.arange(len(t)), 3)
    current = np.zeros(len(t))
    current[0] = 1
    V = np.zeros(len(t))
    V[keep] = np.linalg.solve(K[np.ix_(keep, keep)], current[keep])
    return V[5] - V[4], V[1] - V[2]


lat_short = lattice_resistances(lattice_hamiltonian(14, 1.0), 14, 1.0)
lat_long = lattice_resistances(lattice_hamiltonian(20, 1.0), 20, 1.0)
lat_rev = lattice_resistances(lattice_hamiltonian(20, -1.0), 20, 1.0)
# finite wall length leaves a small exponential remainder
assert abs(lat_short[0] - 2) < 0.08 and abs(lat_short[1]) < 0.08
assert abs(lat_long[0] - 2) < 0.02 and abs(lat_long[1]) < 0.02
assert abs(lat_rev[0]) < 0.02 and abs(lat_rev[1] - 2) < 0.02

# coherent disordered walls: T from a separate two-contact calculation
rng = np.random.default_rng(7)
samples = []
for _ in range(5):
    H = lattice_hamiltonian(14, 1.0, rng)
    t_two = transmissions(H, contact_couplings(14)[[0, 3]])[1, 0]
    r_bot, r_top = lattice_resistances(H, 14, 0.0)
    assert abs(1 / r_bot - t_two) < 0.02
    assert abs(r_top / r_bot - (1 - 2 * t_two)) < 0.02
    samples.append((t_two, r_bot, r_top))
t_samples = np.array([s[0] for s in samples])
assert np.ptp(t_samples) > 0.05


# ---------- chains of coherent scatterers with random phases ----------
def chain_crossing(p, n_scatterers, n_samples=40000):
    a = np.ones(n_samples, complex)
    b = np.zeros(n_samples, complex)
    c, s = np.sqrt(1 - p), np.sqrt(p)
    for _ in range(n_scatterers):
        b = b * np.exp(2j * np.pi * rng.random(n_samples))
        a, b = c * a + 1j * s * b, 1j * s * a + c * b
    return np.abs(b) ** 2


one_length = chain_crossing(1 / (2 * 50), 50).mean()   # wall length = l
one_length_law = (1 - np.exp(-1)) / 2
assert abs(one_length - one_length_law) < 0.008        # sampling and step size
T_random = chain_crossing(0.1, 60)
assert abs(T_random.mean() - 0.5) < 0.008
assert abs(T_random.std() - 1 / np.sqrt(12)) < 0.006
for q in (0.1, 0.25, 0.75):
    assert abs(np.mean(T_random < q) - q) < 0.012

# ---------- worked example: rough model parameters ----------
e, h, kB = const.e, const.h, const.k
RK = h / e**2
width_um, spacing_um, mixing_um = 50.0, 100.0, 5.0
current_nA, T0_mK = 0.5, 30.0
activation_meV, half_gap_meV, hbar_v_eVnm = 0.1, 10.0, 0.3
I = current_nA * 1e-9
V_bias = half[4] * RK * I
V_hall = half[3] * RK * I

T_wall = (1 - np.exp(-width_um / mixing_um)) / 2
R_top_left_over = (1 - 2 * T_wall) / T_wall * RK
R_top_law = 2 * RK / np.expm1(width_um / mixing_um)
assert abs(R_top_left_over / R_top_law - 1) < 1e-9

# excess energy of one outgoing channel with a two-step distribution
kT_ueV = kB * T0_mK * 1e-3 / e * 1e6
eV_ueV = V_bias * 1e6


def two_step(E):
    return 0.5 * (expit(-(E - eV_ueV / 2) / kT_ueV)
                  + expit(-(E + eV_ueV / 2) / kT_ueV))


energy_num = 2 * quad(lambda E: E * two_step(E), 0, eV_ueV + 50 * kT_ueV,
                      points=[eV_ueV / 2], limit=200)[0]
energy_law = np.pi**2 / 6 * kT_ueV**2 + eV_ueV**2 / 8
assert abs(energy_num / energy_law - 1) < 1e-6
excess = energy_num - np.pi**2 / 6 * kT_ueV**2
power = I * V_bias
wall_power = 2 * excess * (1e-6 * e) ** 2 / h
assert abs(wall_power / power - 0.5) < 1e-5
Te_mK = np.sqrt(T0_mK**2 + 3 / (4 * np.pi**2)
                * (e * V_bias / kB * 1e3) ** 2)
kTe_ueV = kB * Te_mK * 1e-3 / e * 1e6
thermal_num = 2 * quad(lambda E: E * expit(-E / kTe_ueV), 0,
                       60 * kTe_ueV, limit=200)[0]
assert abs(thermal_num / energy_num - 1) < 1e-6


def bulk_resistance(temp_mK):
    """Rough extra longitudinal resistance; conductivity prefactor e^2/h."""
    s = np.exp(-activation_meV * 1e-3 * e / (kB * temp_mK * 1e-3))
    rho = np.linalg.inv(np.array([[s, 1.0], [-1.0, s]]))
    return rho[0, 0] * RK * spacing_um / width_um


xi_nm = hbar_v_eVnm / (half_gap_meV * 1e-3)
log_tunnel = -2 * width_um * 1e3 / xi_nm / np.log(10)
bias_ratio = V_bias * 1e3 / activation_meV
assert bias_ratio < 1

print(f"h/e^2 = {RK/1e3:.4f} kOhm")
print(f"Network T=1/2: R_bottom = {half[0]:.3f} h/e^2")
print(f"Network T=1/2: R_top = {half[1]:.3f} h/e^2")
print(f"Hall left (V2-V6)/I = {half[2]:.3f} h/e^2")
print(f"Hall right (V3-V5)/I = {half[3]:.3f} h/e^2")
print(f"Two-terminal R = {half[4]:.3f} h/e^2")
print(f"Network T=1: R_bottom, R_top = {full[0]:.2f}, {full[1]:.2f} h/e^2")
print(f"Reversed: R_bottom, R_top = {rev[0]:.2f}, {rev[1]:.2f} h/e^2")
print(f"Lattice |Chern number| = {abs(c_a):.4f}, product = {c_a*c_b:.4f}")
print(f"Lattice wall 14 sites: R_bottom = {lat_short[0]:.5f} h/e^2")
print(f"Lattice wall 14 sites: R_top = {lat_short[1]:.5f} h/e^2")
print(f"Lattice wall 20 sites: R_bottom = {lat_long[0]:.5f} h/e^2")
print(f"Lattice wall 20 sites: R_top = {lat_long[1]:.5f} h/e^2")
print(f"Shift of R_top, 14 to 20 sites = {lat_long[1]-lat_short[1]:.5f} h/e^2")
print(f"Lattice reversed: R_bottom = {lat_rev[0]:.5f} h/e^2")
print(f"Lattice reversed: R_top = {lat_rev[1]:.5f} h/e^2")
for number, (tt, rb, rt) in enumerate(samples, 1):
    print(f"Coherent wall {number}: T = {tt:.3f}, "
          f"R_bottom = {rb:.3f}, R_top = {rt:.3f} h/e^2")
print(f"Chain, w = l: mean T = {one_length:.4f}, law {one_length_law:.4f}")
print(f"Random coherent wall: mean T = {T_random.mean():.3f}")
print(f"Random coherent wall: std of T = {T_random.std():.3f}")
print(f"Share of walls with R_bottom > 4 h/e^2 = {np.mean(T_random<0.25):.3f}")
print(f"Width = {width_um:.0f} um, probe spacing = {spacing_um:.0f} um")
print(f"Mixing length = {mixing_um:.0f} um")
print(f"Current = {current_nA:.1f} nA, temperature = {T0_mK:.0f} mK")
print(f"Activation energy = {activation_meV:.2f} meV")
print(f"Half gap = {half_gap_meV:.0f} meV, hbar v = {hbar_v_eVnm:.1f} eV nm")
print(f"R_bottom = {half[0]*RK/1e3:.3f} kOhm")
print(f"V6-V5 = V1-V4 = {V_bias*1e6:.3f} uV")
print(f"V2-V3 = {half[1]*RK*I*1e6:.3f} uV")
print(f"Hall voltage magnitude = {V_hall*1e6:.3f} uV")
print(f"Incomplete mixing: 1/2 - T = {0.5-T_wall:.2e}")
print(f"Incomplete mixing: R_top = {R_top_left_over:.2f} Ohm")
print(f"Supplied power = {power*1e15:.2f} fW")
print(f"Share carried from wall as excess energy = {wall_power/power:.3f}")
print(f"Electron temperature without lattice cooling = {Te_mK:.1f} mK")
print(f"Bulk conduction at that temperature: {bulk_resistance(Te_mK):.2e} Ohm")
print(f"Bulk conduction at 300 mK: {bulk_resistance(300.0):.0f} Ohm")
print(f"Bias energy / activation energy = {bias_ratio:.3f}")
print(f"Edge decay length = {xi_nm:.0f} nm")
print(f"log10 of tunnelling factor across bar = {log_tunnel:.0f}")
print("ALL CHECKS PASSED")
```

It prints:

```
h/e^2 = 25.8128 kOhm
Network T=1/2: R_bottom = 2.000 h/e^2
Network T=1/2: R_top = 0.000 h/e^2
Hall left (V2-V6)/I = -1.000 h/e^2
Hall right (V3-V5)/I = 1.000 h/e^2
Two-terminal R = 2.000 h/e^2
Network T=1: R_bottom, R_top = 1.00, -1.00 h/e^2
Reversed: R_bottom, R_top = 0.00, 2.00 h/e^2
Lattice |Chern number| = 1.0000, product = -1.0000
Lattice wall 14 sites: R_bottom = 1.99987 h/e^2
Lattice wall 14 sites: R_top = 0.00023 h/e^2
Lattice wall 20 sites: R_bottom = 1.99973 h/e^2
Lattice wall 20 sites: R_top = 0.00008 h/e^2
Shift of R_top, 14 to 20 sites = -0.00015 h/e^2
Lattice reversed: R_bottom = 0.00008 h/e^2
Lattice reversed: R_top = 1.99973 h/e^2
Coherent wall 1: T = 0.279, R_bottom = 3.595, R_top = 1.596 h/e^2
Coherent wall 2: T = 0.430, R_bottom = 2.323, R_top = 0.323 h/e^2
Coherent wall 3: T = 0.378, R_bottom = 2.644, R_top = 0.644 h/e^2
Coherent wall 4: T = 0.327, R_bottom = 3.059, R_top = 1.059 h/e^2
Coherent wall 5: T = 0.260, R_bottom = 3.849, R_top = 1.850 h/e^2
Chain, w = l: mean T = 0.3187, law 0.3161
Random coherent wall: mean T = 0.499
Random coherent wall: std of T = 0.290
Share of walls with R_bottom > 4 h/e^2 = 0.252
Width = 50 um, probe spacing = 100 um
Mixing length = 5 um
Current = 0.5 nA, temperature = 30 mK
Activation energy = 0.10 meV
Half gap = 10 meV, hbar v = 0.3 eV nm
R_bottom = 51.626 kOhm
V6-V5 = V1-V4 = 25.813 uV
V2-V3 = 0.000 uV
Hall voltage magnitude = 12.906 uV
Incomplete mixing: 1/2 - T = 2.27e-05
Incomplete mixing: R_top = 2.34 Ohm
Supplied power = 12.91 fW
Share carried from wall as excess energy = 0.500
Electron temperature without lattice cooling = 87.9 mK
Bulk conduction at that temperature: 9.47e-02 Ohm
Bulk conduction at 300 mK: 1078 Ohm
Bias energy / activation energy = 0.258
Edge decay length = 30 nm
log10 of tunnelling factor across bar = -1448
ALL CHECKS PASSED
```
